# The Product of Critical Current and Normal Resistance in a Tunnel Junction

## Problem

Two identical superconductors are separated by a thin insulating barrier. Each has an isotropic s-wave gap $\Delta=0.198$ meV, measured from the Fermi level to the edge of the quasiparticle spectrum, so that the full spectral gap is $2\Delta$. The barrier is non-magnetic and transmits weakly in every channel. The temperature is zero, there is no voltage across the junction, and the phases of the two superconductors differ by a fixed $\varphi$.

1. Find the supercurrent $I(\varphi)$ and its maximum $I_c$.
2. Express $I_cR_n$ through $\Delta$, where $R_n$ is the tunnel resistance of the same junction with both electrodes normal, and evaluate it.
3. For $R_n=8.0$ kΩ and a junction of 0.20 µm × 0.20 µm, find $I_c$, the current density and the Josephson coupling energy. Decide whether zero temperature and low transmission are good assumptions at 20 mK.

Use weak-coupling mean-field theory and the leading order in tunnelling. The elementary charge $e$ is positive.

## Hints

**Hint 1.** Take one orbital on each side, with its two spin states. In mean-field theory each side is a problem with four states. What does a single tunnelling event do to the two ground states?

**Hint 2.** The ground-state energy acquires a part that depends on $\varphi$. Move the phase from the pairing term into the tunnelling term and differentiate the energy.

**Hint 3.** The same combination of tunnelling amplitude and densities of states appears in $I_c$ and in $1/R_n$. Eliminate it.

**Hint 4.** In the remaining double integral, put $\xi=\Delta\sinh x$ and $\xi'=\Delta\sinh y$, then use half the sum and half the difference of $x$ and $y$.

## Solution

### One orbital on each side

Let $c_\sigma$ remove an electron of spin $\sigma$ from the left orbital, and $d_\sigma$ from the right one. In an extended metal the spin-down state is the time-reversed partner of the spin-up state. With energies $\xi$ and $\xi'$ measured from the Fermi level,

$$H_L=\xi\sum_\sigma c_\sigma^\dagger c_\sigma-\Delta\,(c_\uparrow^\dagger c_\downarrow^\dagger+\text{h.c.}),$$

$$H_R=\xi'\sum_\sigma d_\sigma^\dagger d_\sigma-\Delta\,(e^{i\varphi}d_\uparrow^\dagger d_\downarrow^\dagger+\text{h.c.}).$$

On the left, pairing mixes the empty state and the doubly occupied state. In that basis the matrix is

$$\begin{pmatrix}0&-\Delta\\-\Delta&2\xi\end{pmatrix},$$

with eigenvalues $\xi\pm E$, where $E=\sqrt{\xi^2+\Delta^2}$. The ground state is $(u+v\,c_\uparrow^\dagger c_\downarrow^\dagger)|0\rangle$. The first row of the eigenvalue equation gives $-\Delta v=(\xi-E)u$, and with $u^2+v^2=1$ this leads to

$$u^2=\tfrac12\Big(1+\frac{\xi}{E}\Big),\qquad v^2=\tfrac12\Big(1-\frac{\xi}{E}\Big),\qquad uv=\frac{\Delta}{2E}.$$

A singly occupied orbital has energy $\xi$, which is $E$ above the ground state $\xi-E$. It is the quasiparticle excitation. The right side is the same with primes, except that its pair amplitude is $v'e^{i\varphi}$.

### Energy shift from tunnelling

A barrier that conserves spin and respects time reversal is described by

$$H_T=t\sum_\sigma(c_\sigma^\dagger d_\sigma+d_\sigma^\dagger c_\sigma),$$

with real $t$. Acting on the product of ground states, $H_T$ leaves one electron in each orbital, so it creates one quasiparticle on each side at a cost $E+E'$.

Consider the final state $c_\uparrow^\dagger d_\downarrow^\dagger|0\rangle$. It is reached in two ways:

- A right pair gives its spin-up electron to an empty left orbital: $c_\uparrow^\dagger d_\uparrow\,d_\uparrow^\dagger d_\downarrow^\dagger|0\rangle=c_\uparrow^\dagger d_\downarrow^\dagger|0\rangle$, with weight $uv'e^{i\varphi}$.
- A left pair gives its spin-down electron to an empty right orbital: $d_\downarrow^\dagger c_\downarrow\,c_\uparrow^\dagger c_\downarrow^\dagger|0\rangle=-d_\downarrow^\dagger c_\uparrow^\dagger|0\rangle=c_\uparrow^\dagger d_\downarrow^\dagger|0\rangle$, with weight $vu'$.

The two signs agree, so the amplitude is $t(uv'e^{i\varphi}+vu')$. The final state with both spins reversed has the same amplitude up to an overall sign. Second-order perturbation theory, summed over the two final states, gives

$$\delta E=-\frac{2t^2}{E+E'}\left[u^2v'^2+v^2u'^2+2uvu'v'\cos\varphi\right].$$

The phase dependence is an interference between the two routes. Using $uv=\Delta/2E$ on both sides, its part of the energy is

$$\delta E_\varphi=-\frac{4t^2}{E+E'}\,\frac{\Delta}{2E}\,\frac{\Delta}{2E'}\cos\varphi=-\frac{t^2\Delta^2\cos\varphi}{EE'(E+E')}.$$

Diagonalizing the full 16-state problem for $\xi=0.7\Delta$, $\xi'=-0.4\Delta$ and $t=0.01\Delta$ at four phases reproduces $\delta E$ with a largest relative difference of $5.5\times10^{-5}$. This tests the spin count and the relative sign.

### From energy to current

Write $d_\sigma=e^{i\varphi/2}\tilde d_\sigma$. Then $e^{i\varphi}d_\uparrow^\dagger d_\downarrow^\dagger=\tilde d_\uparrow^\dagger\tilde d_\downarrow^\dagger$, and the phase survives only in

$$H_T=t\sum_\sigma\left(e^{i\varphi/2}c_\sigma^\dagger\tilde d_\sigma+e^{-i\varphi/2}\tilde d_\sigma^\dagger c_\sigma\right).$$

The derivative of an eigenvalue is the expectation value of the derivative of $H$. In terms of the original operators,

$$\frac{dE_g}{d\varphi}=\frac{it}{2}\Big\langle\sum_\sigma(c_\sigma^\dagger d_\sigma-d_\sigma^\dagger c_\sigma)\Big\rangle,$$

where $E_g$ is the ground-state energy. Tunnelling changes the left electron number $N_e$ at the rate

$$\dot N_e=\frac{i}{\hbar}\langle[H_T,N_e]\rangle=-\frac{it}{\hbar}\Big\langle\sum_\sigma(c_\sigma^\dagger d_\sigma-d_\sigma^\dagger c_\sigma)\Big\rangle,$$

because $[c_\sigma^\dagger d_\sigma,N_e]=-c_\sigma^\dagger d_\sigma$ and $[d_\sigma^\dagger c_\sigma,N_e]=d_\sigma^\dagger c_\sigma$. The commutator contains $H_T$ alone: the mean-field pairing term also changes $N_e$, but it describes exchange with the condensate of the same electrode, not current through the barrier.

Comparison gives $-\dot N_e=(2/\hbar)\,dE_g/d\varphi$. Counting $I$ positive when electrons pass from left to right,

$$I=\frac{2e}{\hbar}\frac{dE_g}{d\varphi}.$$

The factor 2 is the charge of a pair in units of $e$. The derivation did not assume small $t$. In the 16-state model at $t=0.3\Delta$ and $\varphi=1$, the two sides have the ratio 1.0000000.

### Sum over orbitals

Different pairs of orbitals lead to different intermediate states, so their second-order energies add. Let $N_L$ and $N_R$ be the densities of states per spin at the Fermi level, and let $t^2$ now denote the mean squared amplitude. Both, and the gap itself, are taken as constant over energies of some thousands of $\Delta$, because the integral below converges slowly: cutting it at $|\xi|=1000\Delta$ lowers it by 0.6%, and at $3000\Delta$ by 0.2%. In aluminium the phonon-mediated pairing extends only to about the Debye energy, roughly $190\Delta$. Ending the pairing there lowers the result by 0.3% if the cut is made in frequency and by 2.7% if it is made sharply in $\xi$. The weak-coupling limit used here neglects this. Then

$$E_g(\varphi)=\text{const}-E_J\cos\varphi,\qquad E_J=t^2N_LN_R\,J,$$

$$J=\int_{-\infty}^{\infty}\!\!\int_{-\infty}^{\infty}\frac{\Delta^2\,d\xi\,d\xi'}{EE'(E+E')}.$$

This answers the first question:

$$I(\varphi)=I_c\sin\varphi,\qquad I_c=\frac{2e}{\hbar}E_J.$$

### The integral

With $\xi=\Delta\sinh x$ one has $E=\Delta\cosh x$ and $d\xi=E\,dx$. The same holds for $\xi'$ and $y$, so $EE'$ cancels:

$$J=\Delta\int\!\!\int\frac{dx\,dy}{\cosh x+\cosh y}.$$

Put $s=(x+y)/2$ and $r=(x-y)/2$. Then $dx\,dy=2\,ds\,dr$ and $\cosh x+\cosh y=2\cosh s\cosh r$. The factors of 2 cancel and the integral separates:

$$J=\Delta\left(\int_{-\infty}^{\infty}\frac{ds}{\cosh s}\right)^2.$$

With $w=e^s$ the single integral becomes $\int_0^\infty 2\,dw/(1+w^2)=\pi$. Hence $J=\pi^2\Delta$. Quadrature in the original variables gives $J/\Delta=9.869604$, equal to $\pi^2$ in all printed digits.

### Normal resistance

With both electrodes normal and a small voltage $V$, electrons in an energy window $eV$ can tunnel from filled to empty states. The golden rule, with a factor 2 for spin, gives

$$I=e\cdot2\cdot\frac{2\pi}{\hbar}t^2N_LN_R\,eV,\qquad\text{so}\qquad\frac1{R_n}=\frac{4\pi e^2}{\hbar}t^2N_LN_R.$$

For a weak link in a one-dimensional chain, this rule corresponds to a transmission of $1.4560\times10^{-3}$. Matching waves across the link gives $1.4550\times10^{-3}$, a relative difference below 0.1%.

### Elimination

Insert $t^2N_LN_R=\hbar/(4\pi e^2R_n)$ and $J=\pi^2\Delta$:

$$E_J=\frac{\hbar}{4\pi e^2R_n}\,\pi^2\Delta=\frac{\pi\hbar\Delta}{4e^2R_n},$$

$$I_cR_n=\frac{2e}{\hbar}E_JR_n=\frac{\pi\Delta}{2e}.$$

For the given gap, $\Delta/e=0.198$ mV and

$$I_cR_n=\frac{\pi}{2}\times0.198\ \text{mV}=0.311\ \text{mV}=311\ \mu\text{V}.$$

Barrier thickness and area have dropped out: within the tunnelling regime they change $I_c$ and $1/R_n$ by the same factor. The voltage 0.311 mV is a product, not a voltage present across the junction, which carries its supercurrent at zero voltage. It is $\pi/4=0.785$ of the gap voltage $2\Delta/e=0.396$ mV. A normal junction of the same $R_n$ would therefore need 0.785 of the gap voltage to carry the current $I_c$.

The whole chain of reasoning can be tested without expanding in the tunnelling amplitude. Two semi-infinite superconducting chains, with a gap of $10^{-4}$ of the hopping energy and the weak link above, give $eI_cR_n/\Delta=1.5703$, against $\pi/2=1.5708$. Their current departs from a sine by at most $1.8\times10^{-4}$ of its maximum. The product is 0.03% low. Two small effects partly cancel in this number: the finite transmission raises the product by about 0.04%, and the finite bandwidth lowers it by about 0.07%. The band effect grows with the gap, and the chain gives 1.5712 for a gap of $10^{-5}$ and 1.5631 for $10^{-3}$ of the hopping energy.

### Numbers for the junction

The critical current is

$$I_c=\frac{311.0\ \mu\text{V}}{8.0\ \text{k}\Omega}=38.9\ \text{nA}.$$

Over 0.040 µm² this is a current density of 97 A/cm². The coupling energy is $E_J=\hbar I_c/2e=79.9$ µeV, or $E_J/h=19.3$ GHz.

**Temperature.** At 20 mK, $\Delta/k_BT=115$, and the Boltzmann factor for a quasiparticle is about $10^{-50}$. In equilibrium, zero temperature is an excellent approximation. With the gap held at its zero-temperature value, the factor reaches $10^{-3}$ at 0.33 K.

**Transmission.** A rough metallic Fermi wave number of 17 nm⁻¹ gives $9.2\times10^5$ transverse modes in this area. Since $1/R_n=(2e^2/h)\sum_i\tau_i$, where $\tau_i$ is the transmission of mode $i$, the mean transmission is $1.8\times10^{-6}$. In the chain model, raising the transmission from 0.0015 to 0.0358 increases $I_cR_n$ at a rate of 0.255 per unit transmission, as a fraction of its value. The rate tends to $1/4$ as the transmission goes to zero, so for equal modes the correction is about $4\times10^{-7}$. A non-uniform barrier is more sensitive, because open modes carry more of the current. If all of it passed through modes with $\tau=0.0358$, the chain result implies a rise of about 0.9%. This is not an upper bound: for modes with $\tau=0.1$ or $0.3$ the rise would be about 2.6% or 9%. Low transmission is therefore a good assumption provided no appreciable share of the current passes through nearly open spots, which $R_n$ alone cannot show.

**Self-field.** A current $I_c$ crossing a junction of width $b$ produces a field of order $\mu_0I_c/b$, which threads an area $bd$. For a rough magnetic thickness $d=200$ nm the flux $\mu_0I_cd$ is $5\times10^{-6}$ of the flux quantum $h/2e$, so the phase difference is practically uniform over the junction.

### Beside real devices

The resistance, area and temperature are rough values in the regime of small junctions used in transmon qubits. Real devices depart from the model in having electrodes with somewhat different gaps and barriers of uneven thickness. Variation 1 shows that a gap difference of about 10% at fixed mean gap moves the product by 0.2%, whereas changing one gap alone by 10% shifts the mean and moves the product by about 5%; uneven transmission was bounded above only for the stated case. Strong electron-phonon coupling, gap anisotropy, and magnetic or resonant states in the barrier lie outside the model and can change the product. Their effects are not estimated here. Finally, $I_c$ is the maximum of $I(\varphi)$ at fixed phase. In a measurement with a current source, fluctuations of the phase can switch the junction to a finite voltage below $I_c$, so a switching current multiplied by $R_n$ can fall short of 0.311 mV.

## Variation 1: unequal gaps

*The gaps are 0.188 and 0.208 meV, with the same mean. How much does $I_cR_n$ change?*

Each factor $uv$ carries its own gap, so $\Delta^2$ in the numerator of $J$ becomes $\Delta_1\Delta_2$. The elimination of $t^2N_LN_R$ is unchanged and gives $I_cR_n=J/(2\pi e)$. The substitutions $\xi=\Delta_1\sinh x$ and $\xi'=\Delta_2\sinh y$ lead to

$$J=\Delta_1\Delta_2\int\!\!\int\frac{dx\,dy}{\Delta_1\cosh x+\Delta_2\cosh y}.$$

Write $\Delta_{1,2}=\bar\Delta(1\mp\delta)$. Since $\cosh x-\cosh y=2\sinh s\sinh r$, the denominator is $2\bar\Delta\cosh s\cosh r\,(1-\delta\tanh s\tanh r)$. Expand in $\delta$. The linear term is odd in $s$ and integrates to zero, which leaves

$$J\simeq\bar\Delta(1-\delta^2)\left[\pi^2+\delta^2\left(\int_{-\infty}^{\infty}\frac{\tanh^2s}{\cosh s}\,ds\right)^2\right].$$

Integration by parts shows that $\int\tanh^2s\,\text{sech}\,s\,ds=\int\text{sech}^3s\,ds$. The two integrals add up to $\int\text{sech}\,s\,ds=\pi$, so each is $\pi/2$. Therefore

$$I_cR_n\simeq\frac{\pi\bar\Delta}{2e}\left(1-\tfrac34\delta^2\right).$$

Here $\delta=0.010/0.198=0.0505$, and the reduction is $\tfrac34\times0.00255=0.19\%$. Quadrature without the expansion gives 0.3104 mV, also 0.19% lower. The effect is small because it is of second order in the difference when the mean gap is held fixed.

## Variation 2: a phase that fluctuates

*The junction has a rough capacitance of 2 fF and is shunted by 70 fF. The phase is no longer held fixed. By how much do its zero-point fluctuations reduce the mean coupling energy $E_J\langle\cos\varphi\rangle$?*

Let $n$ be the number of pairs transferred, with charge $2en$. The charging energy is $(2en)^2/2C=4E_Cn^2$, where $E_C=e^2/2C$. With zero offset charge,

$$H=4E_Cn^2-E_J\cos\varphi,\qquad[\varphi,n]=i.$$

For $E_J\gg E_C$ the phase stays near zero, and $-E_J\cos\varphi\simeq-E_J+\tfrac12E_J\varphi^2$. This is an oscillator with inverse mass $8E_C$ and stiffness $E_J$ (in units where $\hbar=1$), whose ground state has

$$\langle\varphi^2\rangle=\tfrac12\sqrt{\frac{8E_C}{E_J}}=\sqrt{\frac{2E_C}{E_J}},\qquad\langle\cos\varphi\rangle\simeq1-\tfrac12\langle\varphi^2\rangle=1-\sqrt{\frac{E_C}{2E_J}}.$$

For 72 fF, $E_C=1.113$ µeV, and

$$\langle\cos\varphi\rangle\simeq1-\sqrt{\frac{1.113}{2\times79.86}}=0.917.$$

Diagonalizing $H$ in the charge basis gives 0.9165, a reduction of 8.4%. This exceeds each of the corrections evaluated above. It does not alter $I_c$, which is a parameter of $H$, but it lowers the coupling energy that the circuit has on average.

Without the shunt, $E_C=40.05$ µeV is half of $E_J$. The oscillator formula would give 0.50, while diagonalization gives 0.417 at zero offset charge; without the shunt this value depends on the offset charge. The phase then spreads too far for the cosine to be replaced by a parabola, and a description with a fixed phase fails for the isolated junction. The value of $E_J$ obtained from $R_n$ is then only approximate as well: its derivation neglects the charging energy of the intermediate states, which is of order $E_C$, beside their quasiparticle energy of at least $2\Delta$, and here $E_C/2\Delta\approx0.10$.

The values used here are collected in the numerical output below.

## Numbers as computed

```
TESTS
Worst relative error, second-order shift: 5.5e-05
Current from dE/dphi over operator value: 1.0000000
Double integral J/Delta, quadrature: 9.869604
pi squared: 9.869604
Chain: weak-link transmission, wave matching: 1.455045e-03
Chain: weak-link transmission, golden rule: 1.455985e-03
Chain: gap/hopping: 1.0e-04
Chain: e I_c R_n / Delta: 1.57028
pi/2: 1.57080
Chain: largest deviation from sine law: 1.8e-04
EXAMPLE
Gap Delta: 0.198 meV
Normal resistance: 8.0 kOhm
Junction side: 0.20 um
Junction area: 0.040 um2
I_c R_n: 0.3110 mV
I_c R_n: 311.0 uV
Gap voltage 2 Delta/e: 0.396 mV
I_c R_n over gap voltage: 0.7854
Critical current: 38.88 nA
Critical current density: 97.2 A/cm2
Resistance-area product: 320 Ohm um2
Josephson energy E_J: 79.86 ueV
E_J/h: 19.31 GHz
NEGLECTED EFFECTS
Temperature of use: 20 mK
Delta/(kB T): 114.9
exp(-Delta/(kB T)): 1.3e-50
Temperature where this factor is 1e-3: 0.333 K
Unequal gaps: 0.188 and 0.208 meV
I_c R_n with unequal gaps: 0.3104 mV
Relative change from unequal gaps: -0.191 %
Chain: stronger-link transmission: 0.0358
Rise of I_c R_n per unit transmission: 0.255
Rough Fermi wave number: 17 1/nm
Transverse modes: 9.199e+05
Mean transmission: 1.8e-06
Relative rise from mean transmission: 4.5e-07
Rough magnetic thickness: 200 nm
Self-flux over flux quantum: 4.7e-06
Rough specific capacitance: 50 fF/um2
Junction capacitance: 2.0 fF
Shunt capacitance: 70 fF
E_C without shunt: 40.05 ueV
E_C with shunt: 1.113 ueV
Mean cos(phi) without shunt: 0.417
Mean cos(phi) with shunt: 0.9165
Reduction with shunt: 8.4 %
```
